**Fermi doublet of two modes with frequency ratio two**

The program tests the splitting $|g|[1+(69/32)(g/\hbar\omega_2)^2+\dots]$ of the states $|1,0\rangle$ and $|0,2\rangle$. Here $g$ multiplies $q_1q_2^2$, the coordinates satisfy $[q,p]=i$, and $\omega_1=2\omega_2$. The Schrödinger equation is solved on a two-dimensional position grid, without ladder operators or perturbation theory. Assertions cover the coupling elements, the leading law, its first correction, the level shifts, the mixing and the transfer of a quantum between the modes. Further assertions cover frequency mismatch, a quartic term, the thermally reached pair and the escape barrier. A degenerate lower mode and damping are checked with small matrices instead of the grid. The grid gives a correction coefficient of 2.1562, in agreement with $69/32$. For quanta of 60 and 30 meV and $g=2$ meV, the splitting is 2.019 meV, or 16.3 cm$^{-1}$.

## Numerical check

```python
"""
Fermi resonance of two vibrational modes with frequency ratio two.

H = (w1/2)(p1^2 + q1^2) + (w2/2)(p2^2 + q2^2) + g q1 q2^2,  w1 = 2 w2
w1, w2 : harmonic quanta (energies);  g : coupling energy
q, p   : dimensionless, [q, p] = i
Result under test: the pair |1,0>, |0,2> splits by
    |g| * (1 + (69/32) (g/w2)^2 + ...), that is by |g| to leading order.
The Schroedinger equation is solved on a position grid (sinc functions),
so the numerical side uses no ladder operators or perturbation theory.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_hermite

STEP = 0.42
INDEX = np.arange(-15, 16)
Q = STEP * INDEX
ONE = np.eye(len(Q))
diff = INDEX[:, None] - INDEX[None, :]
safe = np.where(diff == 0, 1, diff)
KINETIC = np.where(diff == 0, math.pi**2 / 6,
                   (-1.0) ** np.abs(diff) / safe**2) / STEP**2
Q1, Q2 = np.meshgrid(Q, Q, indexing="ij")


def oscillator(n):
    """Harmonic eigenfunction on the grid, from its definition."""
    norm = math.sqrt(2.0**n * math.factorial(n) * math.sqrt(math.pi))
    return eval_hermite(n, Q) * np.exp(-Q**2 / 2) / norm


def product_state(n1, n2):
    return STEP * np.outer(oscillator(n1), oscillator(n2)).ravel()


def solve(w1, w2, g, quartic=0.0, cubic=0.0, full=False):
    """Eigenpairs; quartic multiplies q2^4 and cubic multiplies q1^3."""
    potential = (w1 * Q1**2 / 2 + w2 * Q2**2 / 2 + g * Q1 * Q2**2
                 + quartic * Q2**4 + cubic * Q1**3)
    h = w1 * np.kron(KINETIC, ONE) + w2 * np.kron(ONE, KINETIC)
    h += np.diag(potential.ravel())
    return eigh(h) if full else eigh(h, subset_by_index=[0, 5])


def splitting(*args, **kwargs):
    levels = solve(*args, **kwargs)[0]
    return levels[3] - levels[2]


def transfer(levels, vectors, time_over_hbar):
    """Probability to find |0,2> after starting in |1,0>."""
    start = vectors.T @ product_state(1, 0)
    end = vectors.T @ product_state(0, 2)
    return abs(np.sum(end * np.exp(-1j * levels * time_over_hbar) * start))**2


# --- Coupling matrix element by quadrature
element_q1 = STEP * np.sum(oscillator(1) * Q * oscillator(0))
element_q2sq = STEP * np.sum(oscillator(0) * Q**2 * oscillator(2))
assert abs(element_q1 - 1 / math.sqrt(2)) < 1e-10
assert abs(element_q2sq - 1 / math.sqrt(2)) < 1e-10

# --- Leading law and its first correction, in units w2 = 1
ratios = {}
for g_test in (0.04, 0.02, 0.01):
    ratios[g_test] = splitting(2, 1, g_test) / g_test
    assert abs(ratios[g_test] - 1) < 3 * g_test**2
assert abs(splitting(2, 1, -0.02) / 0.02 - ratios[0.02]) < 1e-8
r_small = (ratios[0.02] - 1) / 0.02**2
r_large = (ratios[0.04] - 1) / 0.04**2
coefficient = (4 * r_small - r_large) / 3
assert abs(coefficient - 69 / 32) < 0.01

# --- Second-order shifts, seen in level positions and in the mixing
g_test = 0.01
levels, vectors = solve(2, 1, g_test, full=True)
mean_shift = ((levels[2] + levels[3]) / 2 - 3.5) / g_test**2
ground_shift = (levels[0] - 1.5) / g_test**2
weights = (vectors.T @ product_state(1, 0))**2
detuning_coefficient = (weights[3] - weights[2]) / g_test
assert abs(mean_shift + 17 / 16) < 0.01
assert abs(ground_shift + 1 / 8) < 0.01
assert abs(detuning_coefficient - 7 / 4) < 0.01
assert transfer(levels, vectors, math.pi / g_test) > 0.998
half_way = transfer(levels, vectors, math.pi / (2 * g_test))
assert abs(half_way - 0.5) < 0.01

# --- Mismatch, quartic detuning and hot pair
mismatch = 0.01
expected = math.hypot(g_test, mismatch + 1.75 * g_test**2)
assert abs(splitting(2 + mismatch, 1, g_test) / expected - 1) < 1e-3
expected = math.hypot(0.002, 9 * 2e-4)
assert abs(splitting(2, 1, 0.002, quartic=2e-4) / expected - 1) < 0.01
levels = solve(2, 1, 0.002)[0]
hot_ratio = (levels[5] - levels[4]) / 0.002
assert abs(hot_ratio - math.sqrt(3)) < 1e-3

# --- Doubly degenerate lower mode: g q1 (q2x^2 + q2y^2)
basis = np.array([oscillator(n) for n in range(6)])
q_matrix = STEP * (basis * Q) @ basis.T
qsq_matrix = STEP * (basis * Q**2) @ basis.T
eye6, n6, n5 = np.eye(6), np.arange(6), np.arange(5)
harmonic = (2 * n5[:, None, None] + n6[None, :, None]
            + n6[None, None, :]).ravel()
pair = np.kron(qsq_matrix, eye6) + np.kron(eye6, qsq_matrix)
h3 = np.diag(harmonic.astype(float)) + 0.002 * np.kron(q_matrix[:5, :5], pair)
levels = np.linalg.eigvalsh(h3)
degenerate_ratio = (levels[6] - levels[3]) / 0.002
assert abs(degenerate_ratio - math.sqrt(2)) < 1e-3

# --- Worked example, energies in meV and times in ps
w1, w2, g = 60.0, 30.0, 2.0
temperature, lifetime = 350.0, 3.0
hbar = const.hbar / const.e * 1e15
kT = const.k * temperature / const.e * 1e3
to_wavenumber = const.e * 1e-3 / (const.h * const.c * 100)
levels, vectors = solve(w1, w2, g, full=True)
delta = levels[3] - levels[2]
corrected = g * (1 + 69 / 32 * (g / w2)**2)
detuning = 7 / 4 * g**2 / w2
weights = (vectors.T @ product_state(1, 0))**2
assert abs(delta - corrected) < 0.01 * g
assert abs(weights[3] - (1 + detuning / delta) / 2) < 0.02
transfer_time = math.pi * hbar / g
transferred = transfer(levels, vectors, transfer_time / hbar)

# --- Neglected effects for the same numbers
quartic_size = g**2 / w1
width = hbar / lifetime
damped = np.linalg.eigvals(np.array([[-0.5j * width, g / 2], [g / 2, 0]]))
damped_split = abs(damped[0].real - damped[1].real)
assert abs(damped_split - math.sqrt(g**2 - width**2 / 4)) < 1e-10
n = np.arange(200)
boltzmann = np.exp(-(w1 * n[:, None] + w2 * n[None, :]) / kT)
population = boltzmann / boltzmann.sum()

# Escape: V >= w1 q1^2/2 until the line q1 = -q_cross is reached
q_cross = w2 / (2 * g)
barrier = w1 * w2**2 / (8 * g**2)
far_q2 = np.linspace(0, 60, 601)


def potential_at(x, y):
    return w1 * x**2 / 2 + w2 * y**2 / 2 + g * x * y**2


assert np.allclose(potential_at(-q_cross, far_q2), barrier)
for x in np.linspace(-q_cross, 0, 50):
    assert np.all(potential_at(x, far_q2) >= w1 * x**2 / 2 - 1e-8)
assert potential_at(-1.1 * q_cross, 60.0) < 0
energy = levels[3]
turning = math.sqrt(2 * energy / w1)
action = quad(lambda x: math.sqrt(max(x**2 - 2 * energy / w1, 0.0)),
              turning, q_cross)[0]
escape_rate = w1 / (2 * math.pi * hbar) * 1e12 * math.exp(-2 * action)
assert escape_rate * lifetime * 1e-12 < 1e-6

print(f"<1|q1|0> by quadrature: {element_q1:.6f}")
print(f"<0|q2^2|2> by quadrature: {element_q2sq:.6f}")
for key, value in ratios.items():
    print(f"splitting/g at g/w2 = {key:.2f}: {value:.6f}")
print(f"correction coefficient, grid: {coefficient:.4f}")
print(f"correction coefficient, 69/32: {69 / 32:.4f}")
print(f"doublet mean shift / (g^2/w2), grid: {mean_shift:.4f}")
print(f"ground shift / (g^2/w2), grid: {ground_shift:.4f}")
print(f"detuning / (g^2/w2), from mixing: {detuning_coefficient:.4f}")
print(f"hot pair splitting/g, grid: {hot_ratio:.4f}")
print(f"degenerate-mode outer splitting/g: {degenerate_ratio:.4f}")
print(f"EXAMPLE upper-mode quantum: {w1:.1f} meV")
print(f"lower-mode quantum: {w2:.1f} meV")
print(f"coupling g: {g:.1f} meV")
print(f"temperature: {temperature:.0f} K")
print(f"assumed phonon lifetime: {lifetime:.1f} ps")
print(f"off-diagonal element W: {g * element_q1 * element_q2sq:.4f} meV")
print(f"lower doublet level above ground: {levels[2] - levels[0]:.4f} meV")
print(f"upper doublet level above ground: {levels[3] - levels[0]:.4f} meV")
print(f"splitting, leading order: {g:.4f} meV")
print(f"splitting, with correction: {corrected:.4f} meV")
print(f"splitting, grid: {delta:.4f} meV")
print(f"splitting, grid, converted: {delta * to_wavenumber:.2f} cm^-1")
print(f"second-order detuning: {detuning:.4f} meV")
print(f"weight of |1,0> in lower level: {weights[2]:.4f}")
print(f"weight of |1,0> in upper level: {weights[3]:.4f}")
print(f"transfer time pi*hbar/g: {transfer_time:.4f} ps")
print(f"population of |0,2> at that time: {transferred:.4f}")
for sign in (1, -1):
    value = splitting(w1 * (1 + 0.01 * sign), w2, g)
    print(f"splitting, w1 changed by {sign:+d} percent: {value:.4f} meV")
print(f"natural quartic size g^2/w1: {quartic_size:.4f} meV")
for sign in (1, -1):
    value = splitting(w1, w2, g, quartic=sign * quartic_size)
    print(f"splitting, q2^4 term of sign {sign:+d}: {value:.4f} meV")
for sign in (1, -1):
    value = splitting(w1, w2, g, cubic=sign * g)
    print(f"splitting, q1^3 term of {sign * g:+.1f} meV: {value:.4f} meV")
print(f"linewidth hbar/lifetime: {width:.4f} meV")
print(f"splitting if only one state is damped: {damped_split:.4f} meV")
print(f"thermal energy kT: {kT:.2f} meV")
print(f"thermal population of |0,0>: {population[0, 0]:.4f}")
print(f"thermal population of |0,1>: {population[0, 1]:.4f}")
print(f"hot pair splitting, grid: {levels[5] - levels[4]:.4f} meV")
print(f"escape line at q1: {-q_cross:.2f}")
print(f"potential on escape line: {barrier:.1f} meV")
print(f"upper doublet level above well bottom: {energy:.2f} meV")
print(f"tunnelling exponent, lower bound: {2 * action:.2f}")
print(f"escape rate, estimated ceiling: {escape_rate:.1e} 1/s")
print("all assertions hold")
```

It prints:

```
<1|q1|0> by quadrature: 0.707107
<0|q2^2|2> by quadrature: 0.707107
splitting/g at g/w2 = 0.04: 1.003463
splitting/g at g/w2 = 0.02: 1.000863
splitting/g at g/w2 = 0.01: 1.000216
correction coefficient, grid: 2.1562
correction coefficient, 69/32: 2.1562
doublet mean shift / (g^2/w2), grid: -1.0627
ground shift / (g^2/w2), grid: -0.1250
detuning / (g^2/w2), from mixing: 1.7500
hot pair splitting/g, grid: 1.7321
degenerate-mode outer splitting/g: 1.4142
EXAMPLE upper-mode quantum: 60.0 meV
lower-mode quantum: 30.0 meV
coupling g: 2.0 meV
temperature: 350 K
assumed phonon lifetime: 3.0 ps
off-diagonal element W: 1.0000 meV
lower doublet level above ground: 58.8642 meV
upper doublet level above ground: 60.8836 meV
splitting, leading order: 2.0000 meV
splitting, with correction: 2.0192 meV
splitting, grid: 2.0194 meV
splitting, grid, converted: 16.29 cm^-1
second-order detuning: 0.2333 meV
weight of |1,0> in lower level: 0.4414
weight of |1,0> in upper level: 0.5581
transfer time pi*hbar/g: 1.0339 ps
population of |0,2> at that time: 0.9809
splitting, w1 changed by +1 percent: 2.1718 meV
splitting, w1 changed by -1 percent: 2.0381 meV
natural quartic size g^2/w1: 0.0667 meV
splitting, q2^4 term of sign +1: 2.0219 meV
splitting, q2^4 term of sign -1: 2.1970 meV
splitting, q1^3 term of +2.0 meV: 2.0399 meV
splitting, q1^3 term of -2.0 meV: 2.0272 meV
linewidth hbar/lifetime: 0.2194 meV
splitting if only one state is damped: 1.9970 meV
thermal energy kT: 30.16 meV
thermal population of |0,0>: 0.5440
thermal population of |0,1>: 0.2012
hot pair splitting, grid: 3.5024 meV
escape line at q1: -7.50
potential on escape line: 1687.5 meV
upper doublet level above well bottom: 105.87 meV
tunnelling exponent, lower bound: 47.18
escape rate, estimated ceiling: 4.7e-08 1/s
all assertions hold
```
